# Logarithmic flux peaking in an aligned ion channel: two derivations: a numerical check

```python
"""
Result under test: ions entering a channel parallel to its axis, uniformly over
its area A0 = pi*r0^2, and reaching equilibrium at fixed transverse energy, have
relative flux F(r) = 2*ln(r0/r). The mean of F over the central area fraction x
is 1 + ln(1/x). Without mixing of directions a round harmonic channel instead
gives F = (2/pi)*sqrt(r0^2/r^2 - 1).
Symbols: r distance from channel centre, r0 radius of the equal-area circle,
U transverse potential energy, E ion energy, x area fraction.
Example: 2 MeV He along <110> silicon; lengths in nm, energies in eV.
"""
import numpy as np
from scipy import constants as const
from scipy.special import k0

rng = np.random.default_rng(12345)

# ---- Phase space: momentum area of an energy shell at different positions ----
p = np.linspace(-1.5, 1.5, 1501)
kinetic = (p[:, None]**2 + p[None, :]**2) / 2
shell_counts = np.array([np.count_nonzero(abs(kinetic + u - 1.0) < 0.025)
                         for u in (0.0, 0.4, 0.8)])
shell_spread = np.ptp(shell_counts) / shell_counts.mean()
assert shell_spread < 0.01


# ---- Round channel of unit radius, unit mass, U = r^2 + quartic*r^4 ----
def round_channel(quartic, turn_rate, fractions):
    """Time-averaged relative flux inside each central area fraction."""
    number, dt, burn_time, total_time = 4000, 0.04, 40.0, 200.0
    entry_area = (np.arange(number) + 0.5) / number
    position = np.sqrt(entry_area) * np.exp(2j*np.pi*rng.random(number))
    velocity = np.zeros(number, complex)
    inside = np.zeros(len(fractions))
    samples = 0
    for step in range(int(total_time / dt)):
        position += 0.5*dt*velocity
        r2 = position.real**2 + position.imag**2
        velocity -= dt*(2 + 4*quartic*r2)*position
        position += 0.5*dt*velocity
        if turn_rate > 0:
            turned = np.flatnonzero(rng.random(number) < turn_rate*dt)
            angles = 2*np.pi*rng.random(len(turned))
            velocity[turned] = abs(velocity[turned])*np.exp(1j*angles)
        if step*dt >= burn_time:
            r2 = position.real**2 + position.imag**2
            inside += [np.count_nonzero(r2 < x) for x in fractions]
            samples += number
    return inside / samples / fractions


fractions = np.array([0.02, 0.10, 0.30, 0.60])
log_mean = 1 + np.log(1/fractions)
radial_mean = 2/np.pi*(np.arcsin(np.sqrt(fractions))
                       + np.sqrt(fractions*(1 - fractions)))/fractions
mixed_harmonic = round_channel(0.0, 0.5, fractions)
mixed_quartic = round_channel(3.0, 0.5, fractions)
unmixed = round_channel(0.0, 0.0, fractions)
# Tolerances cover sampling noise and the finite averaging time.
assert np.all(abs(mixed_harmonic/log_mean - 1) < 0.04)
assert np.all(abs(mixed_quartic/log_mean - 1) < 0.04)
assert np.all(abs(unmixed/radial_mean - 1) < 0.04)
assert unmixed[0] > 1.3*mixed_harmonic[0]

# ---- Plateau for a fixed entry angle, harmonic channel, by sampling ----
shift = 0.05                       # delta^2/r0^2
accessible = np.minimum(rng.random(2_000_000) + shift, 1.0)
sampled_area = accessible*rng.random(accessible.size)
for low, high in ((0.0, 0.025), (0.025, 0.05), (0.19, 0.21), (0.69, 0.71)):
    sampled = np.mean((sampled_area >= low) & (sampled_area < high))/(high-low)
    formula = np.log(1/max((low + high)/2, shift)) + shift
    assert abs(sampled/formula - 1) < 0.04

# ---- Silicon <110> continuum potential for helium ----
pc = const.physical_constants
hbar_c = const.hbar*const.c/const.e*1e9                    # eV nm
coulomb = const.alpha*hbar_c                              # e^2/(4 pi eps0), eV nm
electron_rest = const.m_e*const.c**2/const.e              # eV
ion_rest = pc["alpha particle mass"][0]*const.c**2/const.e
bohr = pc["Bohr radius"][0]*1e9
energy = 2.0e6
z_ion, z_atom = 2, 14
lattice = 0.5431                                         # rough material value
vibration = 0.0075                                       # rough 1D rms value
row_spacing = lattice/np.sqrt(2)
screening = 0.5*(9*np.pi**2/16)**(1/3)*bohr/z_atom**(1/3)
weights = np.array([0.10, 0.55, 0.35])                    # Moliere function
inverse_lengths = np.array([6.0, 1.2, 0.3])/screening
strength = 2*z_ion*z_atom*coulomb/row_spacing
len_x, len_y = lattice/np.sqrt(2), lattice
num_x, num_y = 384, 512
strings = np.array([[0, 0], [0, lattice/4], [len_x/2, lattice/2],
                    [len_x/2, 3*lattice/4]])
gx = 2*np.pi*np.fft.fftfreq(num_x, len_x/num_x)[:, None]
gy = 2*np.pi*np.fft.fftfreq(num_y, len_y/num_y)[None, :]
g2 = gx**2 + gy**2
string_transform = sum(strength*w*2*np.pi/(g2 + q*q)
                       for w, q in zip(weights, inverse_lengths))
string_transform = string_transform*np.exp(-g2*vibration**2/2)
structure = sum(np.exp(-1j*(gx*s[0] + gy*s[1])) for s in strings)
coefficients = string_transform*structure/(len_x*len_y)*num_x*num_y
potential = np.fft.ifft2(coefficients).real
force = (-np.fft.ifft2(1j*gx*coefficients).real
         - 1j*np.fft.ifft2(1j*gy*coefficients).real)
potential_flat, force_flat = potential.ravel(), force.ravel()


def interpolate(table, x, y):
    """Periodic bilinear interpolation of a flattened table."""
    sx, sy = x*(num_x/len_x), y*(num_y/len_y)
    fx, fy = np.floor(sx), np.floor(sy)
    tx, ty = sx - fx, sy - fy
    i, j = fx.astype(int) % num_x, fy.astype(int) % num_y
    i2, j2 = (i + 1) % num_x, (j + 1) % num_y
    return ((1-tx)*((1-ty)*table[i*num_y+j] + ty*table[i*num_y+j2])
            + tx*((1-ty)*table[i2*num_y+j] + ty*table[i2*num_y+j2]))


cx, cy = 0, 5*num_y//8
centre_x, centre_y = 0.0, 5*lattice/8
u_centre = potential[cx, cy]
assert u_centre - potential.min() < 1e-7
direct_sum = 0.0
string_distances = []
for m in range(-5, 6):
    for n in range(-5, 6):
        for s in strings:
            distance = np.hypot(s[0] + m*len_x - centre_x,
                                s[1] + n*len_y - centre_y)
            string_distances.append(distance)
            direct_sum += strength*np.sum(
                weights*k0(inverse_lengths*distance)
                * np.exp(inverse_lengths**2*vibration**2/2))
assert abs(direct_sum/u_centre - 1) < 1e-3
string_distances = np.sort(string_distances)
assert np.ptp(string_distances[:6]) < 1e-10
assert string_distances[6] > 1.2*string_distances[5]

channel_area = len_x*len_y/2
r0 = np.sqrt(channel_area/np.pi)
hx, hy = 4*len_x/num_x, 4*len_y/num_y
curve_x = (potential[4, cy] + potential[-4, cy] - 2*u_centre)/(2*hx**2)
curve_y = (potential[0, cy+4] + potential[0, cy-4] - 2*u_centre)/(2*hy**2)
assert min(curve_x, curve_y) > 0
curve_mean = np.sqrt(curve_x*curve_y)
wave_x = 2*np.pi*np.sqrt(energy/curve_x)
wave_y = 2*np.pi*np.sqrt(energy/curve_y)
sorted_u = np.sort(potential_flat)


def area_fraction(u):
    return np.searchsorted(sorted_u, u, side="right")/sorted_u.size


theta = 2*np.pi*(np.arange(720) + 0.5)/720
flux_rows = []
for radius in (0.02, 0.05, 0.10, 0.15):
    u_ring = interpolate(potential_flat, centre_x + radius*np.cos(theta),
                         centre_y + radius*np.sin(theta))
    flux_ring = -np.log(area_fraction(u_ring))
    round_flux = 2*np.log(r0/radius)
    flux_rows.append((radius, round_flux, flux_ring.mean(),
                      flux_ring.min(), flux_ring.max()))
    if radius <= 0.05:
        assert abs(flux_ring.mean()/round_flux - 1) < 0.10

# ---- Entry angle: actual area function against the harmonic plateau ----
entry_degrees = 0.02
entry_energy = energy*np.deg2rad(entry_degrees)**2
centre_flux = np.mean(1/area_fraction(potential_flat + entry_energy))
plateau_fraction = np.pi*entry_energy/(curve_mean*channel_area)
plateau_flux = -np.log(plateau_fraction) + plateau_fraction
assert abs(centre_flux/plateau_flux - 1) < 0.10

# ---- Electronic scattering and other sizes ----
valence_density = 4*8/lattice**3
plasmon = np.sqrt(4*np.pi*valence_density*coulomb*hbar_c**2/electron_rest)
mass_ratio = electron_rest/ion_rest
mv2 = 2*energy*mass_ratio
close_loss = (2*np.pi*z_ion**2*coulomb**2*valence_density/mv2
              * np.log(2*mv2/plasmon))
heating = mass_ratio*close_loss                          # eV per nm
speed_ratio = np.sqrt(2*energy/ion_rest)
zero_point = 0.5*hbar_c*speed_ratio*(np.sqrt(curve_x/energy)
                                   + np.sqrt(curve_y/energy))
close_fraction = (np.pi*(2*vibration**2 + screening**2)
                  / (channel_area/2))

# ---- Trajectories in the silicon potential ----
depth, dz, number = 1500.0, 0.5, 4096
central_fraction = 0.05
u_limit = sorted_u[int(central_fraction*sorted_u.size)]
entry_x, entry_y = len_x*rng.random(number), len_y*rng.random(number)
entry_u = interpolate(potential_flat, entry_x, entry_y)


def crystal_run(heating_rate):
    x, y = entry_x.copy(), entry_y.copy()
    slope = np.zeros(number, complex)
    kick = np.sqrt(heating_rate*dz/(2*energy))
    central = []
    for _ in range(int(depth/dz)):
        x += 0.5*dz*slope.real
        y += 0.5*dz*slope.imag
        slope += dz*interpolate(force_flat, x, y)/(2*energy)
        x += 0.5*dz*slope.real
        y += 0.5*dz*slope.imag
        if kick > 0:
            slope += kick*(rng.standard_normal(number)
                           + 1j*rng.standard_normal(number))
        i = np.rint(x*(num_x/len_x)).astype(int) % num_x
        j = np.rint(y*(num_y/len_y)).astype(int) % num_y
        central.append(np.mean(potential_flat[i*num_y+j] < u_limit))
    final_energy = energy*abs(slope)**2 + interpolate(potential_flat, x, y)
    return np.array(central)/central_fraction, final_energy


free_flux, free_energy = crystal_run(0.0)
heated_flux, heated_energy = crystal_run(heating)
depths = dz*np.arange(1, len(free_flux) + 1)
low_energy = entry_u < np.median(entry_u)
energy_error = np.max(abs(free_energy - entry_u)[low_energy])
assert energy_error < 0.2
free_average = free_flux[depths > 600].mean()
heated_shallow = heated_flux[(depths > 300) & (depths <= 600)].mean()
heated_deep = heated_flux[depths > 1200].mean()
equilibrium_average = 1 + np.log(1/central_fraction)
# The real channel need not mix fully, so only broad agreement is required.
assert 0.6 < free_average/equilibrium_average < 1.6
assert heated_deep < heated_shallow < free_average
focus = np.argmax(free_flux)

print(f"Momentum-shell count spread: {100*shell_spread:.3f} %")
print("Round channel: mean relative flux within central area fraction x")
print("x | log law | mixed r^2 | mixed r^2+3r^4 | no-mixing law | unmixed")
for row in zip(fractions, log_mean, mixed_harmonic, mixed_quartic,
               radial_mean, unmixed):
    print(" | ".join(f"{value:.3f}" for value in row))
print("Example: He along <110> silicon")
print(f"Ion energy: {energy/1e6:.2f} MeV")
print(f"Lattice parameter (rough): {lattice:.4f} nm")
print(f"Thermal displacement, 1D rms (rough): {vibration:.4f} nm")
print(f"Atom spacing along string: {row_spacing:.4f} nm")
print(f"Screening length: {screening:.5f} nm")
print(f"Channel area: {channel_area:.5f} nm^2")
print(f"Equal-area radius r0: {r0:.4f} nm")
print(f"Distance of six nearest strings: {string_distances[0]:.4f} nm")
print(f"Potential at centre, Fourier series: {u_centre:.3f} eV")
print(f"Potential at centre, direct string sum: {direct_sum:.3f} eV")
print(f"Curvature coefficient k_x: {curve_x:.1f} eV/nm^2")
print(f"Curvature coefficient k_y: {curve_y:.1f} eV/nm^2")
print(f"Small-oscillation length in x: {wave_x:.1f} nm")
print(f"Small-oscillation length in y: {wave_y:.1f} nm")
print("r (nm) | round F | contour F: ring mean | minimum | maximum")
for row in flux_rows:
    print(" | ".join(f"{value:.3f}" for value in row))
print(f"Entry angle for plateau: {entry_degrees:.3f} degree")
print(f"Transverse energy from entry angle: {entry_energy:.3f} eV")
print(f"Plateau radius, mean curvature: {np.sqrt(entry_energy/curve_mean):.4f} nm")
print(f"Centre flux, silicon area function: {centre_flux:.3f} (relative)")
print(f"Centre flux, harmonic formula: {plateau_flux:.3f} (relative)")
print(f"Valence electron density: {valence_density:.1f} nm^-3")
print(f"Valence plasmon energy: {plasmon:.2f} eV")
print(f"Largest energy transfer 2mv^2: {2*mv2:.1f} eV")
print(f"Electronic transverse heating: {100*heating:.3f} eV per 100 nm")
print(f"Valence energy loss over {depth:.0f} nm: {2*close_loss*depth/1000:.1f} keV")
print(f"Transverse zero-point energy: {zero_point:.3f} eV")
print(f"Rough close-string entry fraction: {100*close_fraction:.2f} %")
print(f"Central area fraction in trajectory runs: {central_fraction:.3f}")
print(f"Its mean flux, equilibrium law: {equilibrium_average:.3f} (relative)")
print(f"No electron scattering, 600-1500 nm: {free_average:.3f} (relative)")
print(f"With electron scattering, 300-600 nm: {heated_shallow:.3f} (relative)")
print(f"With electron scattering, 1200-1500 nm: {heated_deep:.3f} (relative)")
print(f"Largest flux without scattering: {free_flux[focus]:.3f} (relative)")
print(f"Depth of that largest flux: {depths[focus]:.1f} nm")
print(f"Largest energy error, lower-energy half: {energy_error:.4f} eV")
print("PASS")
```

It prints:

```
Momentum-shell count spread: 0.048 %
Round channel: mean relative flux within central area fraction x
x | log law | mixed r^2 | mixed r^2+3r^4 | no-mixing law | unmixed
0.020 | 4.912 | 4.911 | 4.918 | 8.973 | 8.969
0.100 | 3.303 | 3.303 | 3.306 | 3.958 | 3.957
0.300 | 2.204 | 2.204 | 2.203 | 2.202 | 2.202
0.600 | 1.511 | 1.511 | 1.511 | 1.460 | 1.460
Example: He along <110> silicon
Ion energy: 2.00 MeV
Lattice parameter (rough): 0.5431 nm
Thermal displacement, 1D rms (rough): 0.0075 nm
Atom spacing along string: 0.3840 nm
Screening length: 0.01944 nm
Channel area: 0.10428 nm^2
Equal-area radius r0: 0.1822 nm
Distance of six nearest strings: 0.2037 nm
Potential at centre, Fourier series: 13.790 eV
Potential at centre, direct string sum: 13.790 eV
Curvature coefficient k_x: 1043.0 eV/nm^2
Curvature coefficient k_y: 601.8 eV/nm^2
Small-oscillation length in x: 275.1 nm
Small-oscillation length in y: 362.2 nm
r (nm) | round F | contour F: ring mean | minimum | maximum
0.020 | 4.419 | 4.400 | 4.143 | 4.681
0.050 | 2.586 | 2.570 | 2.290 | 2.795
0.100 | 1.200 | 1.138 | 0.744 | 1.438
0.150 | 0.389 | 0.444 | 0.208 | 0.904
Entry angle for plateau: 0.020 degree
Transverse energy from entry angle: 0.244 eV
Plateau radius, mean curvature: 0.0175 nm
Centre flux, silicon area function: 4.723 (relative)
Centre flux, harmonic formula: 4.691 (relative)
Valence electron density: 199.8 nm^-3
Valence plasmon energy: 16.60 eV
Largest energy transfer 2mv^2: 1096.7 eV
Electronic transverse heating: 1.091 eV per 100 nm
Valence energy loss over 1500 nm: 238.7 keV
Transverse zero-point energy: 0.130 eV
Rough close-string entry fraction: 2.95 %
Central area fraction in trajectory runs: 0.050
Its mean flux, equilibrium law: 3.996 (relative)
No electron scattering, 600-1500 nm: 4.283 (relative)
With electron scattering, 300-600 nm: 2.819 (relative)
With electron scattering, 1200-1500 nm: 2.078 (relative)
Largest flux without scattering: 8.853 (relative)
Depth of that largest flux: 57.5 nm
Largest energy error, lower-energy half: 0.0022 eV
PASS
```
